# Shift Current in Two-Band Models and the Rice–Mele Chain: verification in Python

```python
"""Shift current of a two-band chain: transition rate times shift vector.

Result under test (electron charge -e, field E0 cos(w t), spin factor 2):
  I = -e * 2 * integral dk/(2 pi) W(k) R(k)
  W = (2 pi/hbar) (e E0/2)^2 |r_cv|^2 delta(gap(k) - hbar w)
  R = A_c - A_v - d/dk arg r_cv,  r_cv = i <u_c|d/dk u_v>
For two bands R = -Im(<c|H''|v>/<c|H'|v>), zero if H is linear in k.
Rice-Mele chain: site A (+site) at 0, site B (-site) at a/2, hoppings t1, t2,
T = t1+t2, D = t1-t2, band energies +E and -E.
Lengths in nm, energies in eV, k in 1/nm, field in V/nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

rng = np.random.default_rng(7)
CELL = 0.4
T1, T2, SITE = 1.2, 0.8, 1.4
PHOTON = 3.2
FIELD_MV_CM = 1e-5
FIELD = FIELD_MV_CM * 1e8 * 1e-9            # V/nm
SPIN = 2
HBAR_EVS = const.hbar / const.e
AMP_PER_EV = const.e / HBAR_EVS             # e/hbar, current per energy
X = np.array([1.0])


def chain(t1, t2, site, b=CELL / 2):
    """Bloch Hamiltonian with site B at position b."""
    def h(k):
        f = t1 * np.exp(1j * k[0] * b) + t2 * np.exp(-1j * k[0] * (CELL - b))
        return np.array([[site, f], [np.conj(f), -site]])
    return h


def frame(h, k):
    """Eigenvectors with random phases: nothing may depend on them."""
    u = np.linalg.eigh(h(k))[1]
    return u * np.exp(2j * np.pi * rng.random(u.shape[1]))


def dipole(h, k, direction, u, v, c, step=1e-4):
    """r_cv from overlaps of neighbouring states, in the gauge of u."""
    total = 0
    for sign in (1, -1):
        near = frame(h, k + sign * step * direction)[:, v]
        total += sign * np.vdot(u[:, c], near) / np.vdot(u[:, v], near)
    return 1j * total / (2 * step)


def shift_vector(h, k, along, field_dir, v=0, c=1, step=1e-3):
    """Gauge-invariant phase of a small link, divided by its length."""
    k1, k2 = k - step * along / 2, k + step * along / 2
    u1, u2 = frame(h, k1), frame(h, k2)
    r1 = dipole(h, k1, field_dir, u1, v, c)
    r2 = dipole(h, k2, field_dir, u2, v, c)
    link = (np.conj(r1) * r2 * np.vdot(u1[:, c], u2[:, c])
            * np.conj(np.vdot(u1[:, v], u2[:, v])))
    return -np.angle(link) / step


def dipole_squared(h, k):
    return abs(dipole(h, k, X, frame(h, k), 0, 1))**2


def sum_rule_shift(h, k, v=0, c=1, step=1e-3):
    """Shift vector from H', H'' and virtual transitions."""
    hp, h0, hm = h(k + step * X), h(k), h(k - step * X)
    e, u = np.linalg.eigh(h0)
    d1 = u.conj().T @ ((hp - hm) / (2 * step)) @ u
    d2 = u.conj().T @ ((hp - 2 * h0 + hm) / step**2) @ u
    numerator = d2[c, v]
    for m in range(len(e)):
        if m not in (v, c):
            numerator += d1[c, m] * d1[m, v] * (
                1 / (e[c] - e[m]) + 1 / (e[v] - e[m]))
    return -np.imag(numerator / d1[c, v])


def closed_forms(E, t1, t2, site):
    """|r_cv|^2 and R of the chain as functions of the band energy E."""
    T, D = t1 + t2, t1 - t2
    G = T**2 * D**2 + site**2 * (T**2 + D**2 + site**2 - E**2)
    return CELL**2 * G / (16 * E**4), -CELL * T * D * site * E / (2 * G)


def chain_current(photon, t1=T1, t2=T2, site=SITE):
    """Closed-form dc current of one chain in ampere."""
    T, D, E = t1 + t2, t1 - t2, photon / 2
    root = np.sqrt((E**2 - D**2 - site**2) * (T**2 + site**2 - E**2))
    return (AMP_PER_EV * SPIN * (FIELD * CELL)**2 * T * D * site
            / (64 * E**2 * root))


def gap(h, k):
    e = np.linalg.eigvalsh(h(np.array([k])))
    return e[1] - e[0]


def resonant_k(h, photon):
    return brentq(lambda k: gap(h, k) - photon, 0, np.pi / CELL, xtol=1e-13)


# --- Shift vector and dipole of the chain, from states alone ---------------
worst_shift = 0
for t1, t2, site in [(T1, T2, SITE), (0.7, 1.3, 0.9), (1.1, 0.9, -0.6)]:
    h = chain(t1, t2, site)
    for x in (-5.0, 1.3, 3.1, 6.2):
        k = np.array([x])
        r2, R = closed_forms(gap(h, x) / 2, t1, t2, site)
        numeric = shift_vector(h, k, X, X)
        worst_shift = max(worst_shift, abs(numeric - R))
        assert abs(numeric - R) < 1e-5
        assert abs(dipole_squared(h, k) / r2 - 1) < 1e-5
        assert abs(sum_rule_shift(h, k) - numeric) < 1e-5
# Inversion symmetry removes the shift; a dimer gives its dipole length.
k_test = np.array([2.7])
assert abs(shift_vector(chain(1, 1, 0.8), k_test, X, X)) < 1e-6
assert abs(shift_vector(chain(1.2, 0.8, 0), k_test, X, X)) < 1e-6
dimer_E = np.hypot(1.2, 0.8)
dimer_R = shift_vector(chain(1.2, 0, 0.8), k_test, X, X)
assert abs(dimer_R + CELL / 2 * 0.8 / dimer_E) < 1e-6

# --- Role of the second derivative of H ------------------------------------
h_chain = chain(T1, T2, SITE)
k_res = resonant_k(h_chain, PHOTON)
k_vec = np.array([k_res])
dk = 1e-3
H0 = h_chain(k_vec)
H1 = (h_chain(k_vec + dk) - h_chain(k_vec - dk)) / (2 * dk)
H2 = (h_chain(k_vec + dk) - 2 * H0 + h_chain(k_vec - dk)) / dk**2
linear = lambda k: H0 + H1 * (k[0] - k_res)
quadratic = lambda k: linear(k) + H2 * (k[0] - k_res)**2 / 2
R_full = shift_vector(h_chain, k_vec, X, X)
R_linear = shift_vector(linear, k_vec, X, X)
R_quadratic = shift_vector(quadratic, k_vec, X, X)
assert abs(R_linear) < 1e-6
assert abs(shift_vector(linear, k_vec + 0.8, X, X)) < 1e-6
assert dipole_squared(linear, k_vec) > 1e-3
assert abs(R_quadratic - R_full) < 1e-5

# Three bands, linear in k: virtual transitions alone give a shift.
M = rng.normal(size=(2, 3, 3)) + 1j * rng.normal(size=(2, 3, 3))
M = (M + M.conj().transpose(0, 2, 1)) / 2
three = lambda k: np.diag([-2.0, 0.5, 3.0]) + 0.3 * M[0] + k[0] * M[1]
R_three = shift_vector(three, np.array([0.2]), X, X)
assert abs(R_three - sum_rule_shift(three, np.array([0.2]))) < 1e-4
assert abs(R_three) > 1e-3

# Two bands in two dimensions, linear in k: only the transverse part survives.
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
slope = np.array([[0.9, 0.3], [0.4, -0.8], [0.0, 0.2]])
plane = lambda k: np.tensordot(np.array([0.7, 0.1, 0.5]) + slope @ k, PAULI, 1)
ex, ey, kp = np.array([1.0, 0]), np.array([0, 1.0]), np.array([0.3, 0.4])
e, u = np.linalg.eigh(plane(kp))
hx, hy = [u.conj().T @ np.tensordot(slope[:, i], PAULI, 1) @ u for i in (0, 1)]
berry_part = (np.real(hy[1, 1] - hy[0, 0]) / (e[1] - e[0])
              * np.imag(hy[0, 1] * hx[1, 0]) / abs(hy[1, 0])**2)
R_transverse = shift_vector(plane, kp, ex, ey)
assert abs(shift_vector(plane, kp, ex, ex)) < 1e-6
assert abs(R_transverse - berry_part) < 1e-5 and abs(berry_part) > 1e-3


# --- Real-time pulse: excitation and displacement without perturbation -----
def pulse_simulation(n_k=400, sigma=8.0, dt=0.02, kick=0.002 / CELL):
    """Time in hbar/eV. Both field signs are run; odd orders cancel."""
    T, D = T1 + T2, T1 - T2
    k0 = 2 * np.pi / CELL * ((np.arange(n_k) + 0.5) / n_k - 0.5)
    k = np.concatenate([k0, k0])
    sign = np.repeat([1.0, -1.0], n_k)
    q = lambda t: kick * np.exp(-t**2 / (2 * sigma**2)) * np.cos(PHOTON * t)

    def hop(kk):
        c, s = np.cos(kk * CELL / 2), np.sin(kk * CELL / 2)
        return T * c + 1j * D * s, CELL / 2 * (-T * s + 1j * D * c)

    f = hop(k)[0]
    E_end = np.sqrt(SITE**2 + abs(f)**2)
    norm = np.sqrt(abs(f)**2 + (SITE + E_end)**2)
    A, B = -f / norm, (SITE + E_end) / norm + 0j
    steps = int(round(14 * sigma / dt))
    moved = 0.0
    for n in range(steps):
        t = -7 * sigma + n * dt
        g = hop(k + sign * q(t + dt / 2))[0]
        E = np.sqrt(SITE**2 + abs(g)**2)
        c, s = np.cos(E * dt), -1j * np.sin(E * dt) / E
        A, B = (c * A + s * (SITE * A + g * B),
                c * B + s * (np.conj(g) * A - SITE * B))
        slope_f = hop(k + sign * q(t + dt))[1]
        moved += dt * np.mean(2 * np.real(np.conj(A) * slope_f * B))
    energy = (SITE * (abs(A)**2 - abs(B)**2)
              + 2 * np.real(np.conj(A) * f * B))
    excited = np.mean((1 + energy / E_end) / 2)
    w = 2 * E_end
    spectrum = kick * sigma * np.sqrt(2 * np.pi) / 2 * (
        np.exp(-sigma**2 * (w - PHOTON)**2 / 2)
        + np.exp(-sigma**2 * (w + PHOTON)**2 / 2))
    r2, R = closed_forms(E_end, T1, T2, SITE)
    P = r2 * w**2 * spectrum**2
    return excited, moved, np.mean(P), np.mean(P * R)


excited, moved, excited_th, moved_th = pulse_simulation()
assert abs(excited / excited_th - 1) < 5e-3
assert abs(moved / moved_th - 1) < 1e-2

# --- Current: one photon energy, and integrated over a window --------------
prefactor = AMP_PER_EV * SPIN * 2 * np.pi * (FIELD / 2)**2
r2_num = dipole_squared(h_chain, k_vec)
gap_slope = abs(gap(h_chain, k_res + 1e-4) - gap(h_chain, k_res - 1e-4)) / 2e-4
joint_density = 2 / (2 * np.pi * gap_slope)          # per eV and nm, per spin
pair_rate = prefactor / const.e * r2_num * joint_density    # per s and nm
I_chain = chain_current(PHOTON)
assert abs(-const.e * pair_rate * R_full / I_chain - 1) < 1e-4

low, high = 3.1, 4.0
k_a, k_b = resonant_k(h_chain, high), resonant_k(h_chain, low)
nodes, weights = np.polynomial.legendre.leggauss(12)
window_k = 0.0
for x, wt in zip(nodes, weights):
    k = np.array([(k_a + k_b) / 2 + x * (k_b - k_a) / 2])
    window_k += (wt * (k_b - k_a) / 2 * dipole_squared(h_chain, k)
                 * shift_vector(h_chain, k, X, X))
window_k *= -prefactor * 2 / (2 * np.pi)
window_w = quad(chain_current, low, high)[0]
assert abs(window_k / window_w - 1) < 1e-4

# --- Worked example and sizes of neglected effects -------------------------
area_cm2 = (CELL * 1e-7)**2
J = I_chain / area_cm2                               # A/cm^2
field_si = FIELD * 1e9
intensity = const.c * const.epsilon_0 * field_si**2 / 2 / 1e4    # W/cm^2
index = 2.5
power = pair_rate * 1e7 / area_cm2 * PHOTON * const.e            # W/cm^3
depth_nm = index * intensity / power * 1e7

E_min, E_max = np.hypot(T1 - T2, SITE), np.hypot(T1 + T2, SITE)
k_edge = np.pi / CELL
curvature = (gap(h_chain, k_edge + 0.01) - 2 * gap(h_chain, k_edge)
             + gap(h_chain, k_edge - 0.01)) / 1e-4
hbar2_m = const.hbar**2 / const.m_e / const.e * 1e18
mass = hbar2_m / curvature
rydberg = const.physical_constants['Rydberg constant times hc in eV'][0]
exciton = rydberg * mass / index**4

remote = 4.0
velocity = np.sqrt(r2_num) * PHOTON
remote_shift = velocity * (1 / remote + 1 / (remote + PHOTON))

width = 0.05
k_grid = 2 * np.pi / CELL * (np.arange(20000) + 0.5) / 20000
E_grid = np.sqrt(SITE**2 + ((T1 + T2) * np.cos(k_grid * CELL / 2))**2
                 + ((T1 - T2) * np.sin(k_grid * CELL / 2))**2)
r2_g, R_g = closed_forms(E_grid, T1, T2, SITE)
lorentz = width / np.pi / ((2 * E_grid - PHOTON)**2 + width**2)
I_broad = -prefactor * np.mean(r2_g * R_g * lorentz) / CELL

t_side = 0.05
cosq = np.cos(np.pi * (np.arange(1500) + 0.5) / 1500)
site_q = SITE + 2 * t_side * (cosq[:, None] + cosq[None, :])
inside = ((site_q**2 + (T1 - T2)**2 < PHOTON**2 / 4)
          & (site_q**2 + (T1 + T2)**2 > PHOTON**2 / 4))
I_side = np.sum(chain_current(PHOTON, site=site_q[inside])) / site_q.size

offset = 0.01
h_off = chain(T1, T2, SITE, CELL / 2 + offset)
R_off = shift_vector(h_off, k_vec, X, X)
off_ratio = dipole_squared(h_off, k_vec) * R_off / (r2_num * R_full)
thermal = np.exp(-E_min / (const.k * 300 / const.e))

print(f"cell length a                          {CELL:.2f} nm")
print(f"hoppings t1, t2                        {T1:.2f}, {T2:.2f} eV")
print(f"T = t1+t2, D = t1-t2                   {T1+T2:.2f}, {T1-T2:.2f} eV")
print(f"site energy Delta                      {SITE:.2f} eV")
print(f"smallest, largest gap                  {2*E_min:.3f}, {2*E_max:.3f} eV")
print(f"photon energy                          {PHOTON:.2f} eV")
print(f"field amplitude in the crystal         {FIELD_MV_CM:.1e} MV/cm")
print(f"intensity of that field in vacuum      {intensity:.3f} W/cm2")
print(f"resonant k times a                     {k_res*CELL:.4f} rad")
print(f"|r_cv| at resonance                    {np.sqrt(r2_num):.4f} nm")
print(f"joint density of states, per spin      {joint_density:.4f} 1/(eV nm)")
print(f"pair rate per chain length, both spins {pair_rate:.4e} 1/(s nm)")
print(f"shift vector R, from states            {R_full:.5f} nm")
print(f"shift vector R, closed form            "
      f"{closed_forms(PHOTON/2, T1, T2, SITE)[1]:.5f} nm")
print(f"largest deviation of R in 12 tests     {worst_shift:.1e} nm")
print(f"R with H cut at first order in k       {R_linear:.1e} nm")
print(f"R with H cut at second order in k      {R_quadratic:.5f} nm")
print(f"R of linear three-band test model      {R_three:.4f} (model length)")
print(f"transverse R of linear two-band model  {R_transverse:.4f} (model length)")
print(f"R of isolated dimer (t1 1.2, Delta 0.8 eV) {dimer_R:.5f} nm")
print(f"pulse: excited fraction, simulated     {excited:.5e}")
print(f"pulse: excited fraction, formula       {excited_th:.5e}")
print(f"pulse: shift per excitation, simulated {moved/excited:.5f} nm")
print(f"pulse: shift per excitation, formula   {moved_th/excited_th:.5f} nm")
print(f"current per chain                      {I_chain:.4e} A")
print(f"current density, one chain per a^2     {J*1e3:.4f} mA/cm2")
print(f"same in Gaussian units                 {J*const.c*10:.4e} statA/cm2")
print(f"J/E0^2                                 {J*1e4/field_si**2*1e6:.3f} uA/V2")
print(f"window 3.1-4.0 eV: k sum, closed form  {window_k:.5e}, {window_w:.5e} A eV")
for w in (3.0, 3.2, 3.6, 4.0, 4.4, 4.8):
    print(f"spectrum at {w:.1f} eV: R, J  "
          f"{closed_forms(w/2, T1, T2, SITE)[1]:.4f} nm, "
          f"{chain_current(w)/area_cm2*1e3:.4f} mA/cm2")
print(f"remote band assumed above c            {remote:.1f} eV")
print(f"remote-band shift, equal matrix elements, at most {remote_shift:.3f} nm")
print(f"refractive index assumed               {index:.1f}")
print(f"reduced mass at the gap                {mass:.3f} m_e")
print(f"exciton binding, isotropic estimate    {exciton:.3f} eV")
print(f"photon energy above the gap            {PHOTON-2*E_min:.3f} eV")
print(f"side hopping assumed                   {t_side:.2f} eV")
print(f"current ratio with side hopping        {I_side/I_chain:.2f}")
print(f"Lorentzian half-width assumed          {width:.2f} eV")
print(f"current ratio with broadening          {I_broad/I_chain:.3f}")
print(f"offset of site B assumed               {offset:.3f} nm")
print(f"shift vector, current ratio with offset {R_off:.4f} nm, {off_ratio:.3f}")
print(f"absorption depth                       {depth_nm:.1f} nm")
print(f"coupling e E0 |r_cv| over half-width   {FIELD*np.sqrt(r2_num)/width:.1e}")
print(f"thermal band-edge occupation at 300 K  {thermal:.1e}")
print("every check passed")
```

It prints:

```
cell length a                          0.40 nm
hoppings t1, t2                        1.20, 0.80 eV
T = t1+t2, D = t1-t2                   2.00, 0.40 eV
site energy Delta                      1.40 eV
smallest, largest gap                  2.912, 4.883 eV
photon energy                          3.20 eV
field amplitude in the crystal         1.0e-05 MV/cm
intensity of that field in vacuum      0.133 W/cm2
resonant k times a                     2.4509 rad
|r_cv| at resonance                    0.1078 nm
joint density of states, per spin      1.0410 1/(eV nm)
pair rate per chain length, both spins 5.7752e+01 1/(s nm)
shift vector R, from states            -0.04705 nm
shift vector R, closed form            -0.04705 nm
largest deviation of R in 12 tests     5.1e-08 nm
R with H cut at first order in k       1.7e-09 nm
R with H cut at second order in k      -0.04705 nm
R of linear three-band test model      -0.5025 (model length)
transverse R of linear two-band model  -0.1776 (model length)
R of isolated dimer (t1 1.2, Delta 0.8 eV) -0.11094 nm
pulse: excited fraction, simulated     2.92364e-05
pulse: excited fraction, formula       2.92495e-05
pulse: shift per excitation, simulated -0.04646 nm
pulse: shift per excitation, formula   -0.04646 nm
current per chain                      4.3534e-19 A
current density, one chain per a^2     0.2721 mA/cm2
same in Gaussian units                 8.1569e+05 statA/cm2
J/E0^2                                 2.721 uA/V2
window 3.1-4.0 eV: k sum, closed form  2.57780e-19, 2.57780e-19 A eV
spectrum at 3.0 eV: R, J  -0.0409 nm, 0.5452 mA/cm2
spectrum at 3.2 eV: R, J  -0.0470 nm, 0.2721 mA/cm2
spectrum at 3.6 eV: R, J  -0.0642 nm, 0.1507 mA/cm2
spectrum at 4.0 eV: R, J  -0.0934 nm, 0.1110 mA/cm2
spectrum at 4.4 eV: R, J  -0.1565 nm, 0.1008 mA/cm2
spectrum at 4.8 eV: R, J  -0.3995 nm, 0.1734 mA/cm2
remote band assumed above c            4.0 eV
remote-band shift, equal matrix elements, at most 0.134 nm
refractive index assumed               2.5
reduced mass at the gap                0.361 m_e
exciton binding, isotropic estimate    0.126 eV
photon energy above the gap            0.288 eV
side hopping assumed                   0.05 eV
current ratio with side hopping        1.13
Lorentzian half-width assumed          0.05 eV
current ratio with broadening          0.997
offset of site B assumed               0.010 nm
shift vector, current ratio with offset -0.0682 nm, 1.490
absorption depth                       17.9 nm
coupling e E0 |r_cv| over half-width   2.2e-06
thermal band-edge occupation at 300 K  3.5e-25
every check passed
```
